Cooling of hot electrons in graphene with atomic-scale disorder

**Problem.** A suspended graphene sheet is doped to a chemical potential μ = 0.06 eV. A short pulse heats its electrons uniformly to T₀ = 150 K, while the lattice stays at T_L = 10 K. The electrons share one temperature T(t) and lose energy to longitudinal acoustic (LA) phonons. The carbon atoms carry independent random site energies of zero mean, treated as weak scatterers, which give a transport mean free path l = 150 nm. How does T depend on time while T ≫ T_L, and how long does it take to fall to 75 K?

Take rough typical values: electron speed v = 10⁶ m/s, sound speed s = 2×10⁴ m/s, mass density ρ = 7.6×10⁻⁷ kg/m² and deformation potential D = 20 eV. D is an effective constant that already includes screening, and the same value is used at every phonon wavenumber.

**Conventions.** The Fermi wavenumber is k_F = μ/(ħv) = 0.0912 nm⁻¹. The density of states at μ, counting two spins and two valleys, is

ν = 2μ/(πħ²v²).

Define T_BG = 2ħsk_F/k_B = 27.9 K, the temperature matching the most energetic phonon that an electron can emit while staying on the Fermi circle. With μ/k_B = 696 K, the working regime is T_BG ≪ T ≪ μ/k_B. Leading-order formulas are derived for it first, and their errors are sized later.

**A tempting solution**

Disorder scatters elastically, so it seems unable to cool anything. Leave it out. An electron then goes from k to k′ on the Fermi circle through an angle θ and emits a phonon of wavenumber q = 2k_F sin(θ/2).

The coupling D∇·u, with u the lattice displacement, has the squared matrix element D²ħq/(2ρsS) for sheet area S, times the spinor overlap cos²(θ/2). For the occupations, let f be the Fermi function at T, and let n_e and n_L be the Bose functions of ħω at T and T_L. Two identities hold:

f(ε)[1 − f(ε−ħω)] = n_e [f(ε−ħω) − f(ε)]

f(ε−ħω)[1 − f(ε)] = (n_e+1)[f(ε−ħω) − f(ε)]

Their difference is an identity in f, and their ratio is exp(−ħω/k_BT) on both sides, which proves them. Since ∫[f(ε−ħω) − f(ε)]dε = ħω, emission minus absorption gives

(n_L+1)ħω n_e − n_L ħω(n_e+1) = ħω(n_e − n_L).

Here ħω ≤ k_BT_BG ≪ k_BT, so ħωn_e ≈ k_BT, while ħωn_L ≤ k_BT_L is small. The final state keeps its spin and valley, with density ν/4. The power lost per area is therefore

P₀ = (2π/ħ)(ν²/4) ⟨[D²ħq/(2ρs)] cos²(θ/2) ħsq⟩ k_BT.

The angular mean of q²cos²(θ/2) = k_F² sin²θ is k_F²/2, so

P₀ = πħν²D²k_F²k_BT/(8ρ).

For the heat capacity, the thermal energy of a degenerate gas with constant ν is 2ν∫₀^∞ x dx/(exp(x/k_BT)+1) = π²νk_B²T²/6. Hence

C = αT, α = π²νk_B²/3.

Both P₀ and C are proportional to T, so dT/dt = −P₀/C is constant, and the temperature would fall linearly in time.

**Where it fails**

The algebra is right for the process it describes. The fault is the step from "disorder takes no energy" to "disorder does not matter". Disorder can take momentum. The limit q ≤ 2k_F came from momentum conservation between electron and phonon alone. If a defect absorbs the recoil, the electron can emit a phonon with q ~ k_BT/(ħs) ≫ k_F, carrying an energy of order k_BT instead of at most k_BT_BG. Such a three-body event is a supercollision. It is of higher order in the disorder, but it has more phonons available and each removes more energy. Its size has to be calculated.

**The supercollision amplitude**

In valley η = ±1 the electron Hamiltonian is h(k) = ħv(ησ_x k_x + σ_y k_y). A conduction state at angle θ has the spinor (1, ηe^{iηθ})/√2 on sublattices A and B.

Let V be the disorder matrix and G(E,p) = [E − h(p)]⁻¹ the propagator of the virtual electron. The phonon may be emitted before or after the defect is hit. Apart from the phonon coupling, the amplitude is the matrix element of

V G(E−ħω, k−q) + G(E, k′+q) V.

Because q ≫ k_F and s ≪ v, the energies E and ħω are small beside ħvq. Since h(q)² = (ħvq)², the propagators become

G(E−ħω, k−q) ≈ −h(−q)⁻¹ = +h(q)/(ħvq)²

G(E, k′+q) ≈ −h(q)⁻¹ = −h(q)/(ħvq)².

The sum is a commutator:

[V h(q) − h(q) V]/(ħvq)².

This shows which disorder matters. A scalar potential, equal on both sublattices and unable to mix valleys, is proportional to the unit matrix and commutes with h(q). Its leading amplitude cancels. Evaluating both terms numerically without the large-q approximation, but with ħω neglected beside μ, gives a squared amplitude falling as q⁻⁴ for this scalar potential, against q⁻² for a site defect. This holds for straight Dirac bands and a potential whose Fourier components are equal at all wavenumbers. A potential that is smooth on the scale 1/q does even less, because it cannot supply the recoil.

A site energy U on an A atom acts as V = u|a⟩⟨a|, where u = UΩ, Ω is the unit-cell area and |a⟩ has amplitude 1 on sublattice A in each valley. Phases set by the atom's position multiply the whole amplitude between given valleys and drop out of its square. With φ the direction of q,

⟨a|χ⟩ = 1/√2, ⟨a|h(q)|χ⟩ = ħvq e^{iη(θ−φ)}/√2.

The amplitude is therefore

[u/(2ħvq)] [e^{iη(θ−φ)} − e^{−iη′(θ′−φ)}].

The defect takes up any momentum, so θ, θ′ and φ are independent. The cross term averages to zero, and the mean square is

[u²/(4(ħvq)²)]·2 = u²/[2(ħvq)²]

for each final valley. B atoms give the same by symmetry.

**Eliminating the defect strength**

Let W be the sum of u² over all atoms, per unit area. Independent site energies of zero mean add in the rates without interference. To first order, the same defects scatter elastically with |⟨χ′|a⟩⟨a|χ⟩|² = 1/4, independent of angle, so the transport time equals the lifetime. Both valleys are open to the final state, with density ν/2:

1/τ = (2π/ħ) W (1/4)(ν/2) = πWν/(4ħ), so W = 4ħ/(πντ).

**The cooling power**

The golden rule now has a free sum over q. The electron integral is the one already found, and each phonon carries ħω = ħsq:

P = (2π/ħ) ν(ν/2) W ∫ (q dq/2π) [D²ħq/(2ρs)] [1/(2ħ²v²q²)] (ħω)² (n_e − n_L).

The powers of q outside (ħω)² cancel. Collecting constants,

P = [ν²WD²/(8ρsħ²v²)] ∫₀^∞ dq (ħsq)² (n_e − n_L).

With x = ħsq/(k_BT), and 1/(eˣ−1) expanded as the sum of e^{−nx} over n ≥ 1,

∫₀^∞ x²dx/(eˣ−1) = Σ 2/n³ = 2ζ(3) ≈ 2.404.

The q integral is thus 2ζ(3)k_B³(T³ − T_L³)/(ħs). Inserting W gives

P = A(T³ − T_L³), A = ζ(3)νD²k_B³/(πρs²ħ²v²τ).

As a test, the double integral over electron and phonon energies was done numerically at constant ν for (T, T_L) = (150, 10), (150, 100) and (80, 60) K. It agreed with this formula within 0.1 % each time.

For scalar disorder, as long as ħω ≪ μ, the integrand has two fewer powers of q. The integral is then ∫n_e dq, which behaves as T∫dq/q at small q and yields T times a logarithm, cut off near k_F. In the sample at 150 K the mean phonon energy is 35 meV, which is not small beside μ, so this form needs a lower temperature or a higher doping. The warping of the lattice bands also upsets the cancellation at large q: at the mean phonon wavenumber of this sample, 2.65 nm⁻¹, it raises the scalar squared amplitude about sixfold if ħω is neglected, and by more if it is kept. Where the scalar form does hold, and for the coupling D∇·u, the cubic law needs disorder that distinguishes the sublattices or otherwise fails to commute with h(q). LA phonons also change the bond lengths. That coupling, left out here, is itself a matrix on the sublattices, and its leading amplitude generally does not cancel for a scalar potential.

**The temperature as a function of time**

Energy balance reads αT dT/dt = −A(T³ − T_L³). Since d(1/T)/dt = −T⁻² dT/dt,

d(1/T)/dt = γ[1 − (T_L/T)³],

γ = A/α = 3ζ(3)D²k_B/(π³ρs²ħ²v²τ).

The density of states has cancelled: at fixed τ, γ does not depend on doping. While T ≫ T_L the bracket is close to 1, and

1/T = 1/T₀ + γt.

The inverse temperature grows linearly in time. The error can be bounded. As T falls, (T_L/T)³ grows, so its value at time t is its largest so far. Integration gives

γt[1 − (T_L/T)³] ≤ 1/T − 1/T₀ ≤ γt.

Even at T = 2T_L the slope is still 7/8 of γ. In the opposite limit, T = T_L + δ with δ ≪ T_L, the cube expands to T³ − T_L³ ≈ 3T_L²δ and dδ/dt = −3γT_Lδ, an exponential approach. This rate holds only if T_L itself is well above T_BG, so that ordinary collisions can be neglected, which is not so in this sample.

**When supercollisions win**

For a cold lattice, divide AT³ by P₀ and use ν = 2k_F/(πħv) and l = vτ:

AT³/P₀ = 8ζ(3)k_B²T²/(π²s²ħ³v²τνk_F²) = (4ζ(3)/π)(k_BT/ħsk_F)²/(k_Fl).

Here k_Fl = 13.7, and at 150 K k_BT/(ħsk_F) = 2T/T_BG = 10.8. The ratio is 1.53 × 116/13.7 ≈ 13. This leading-order ratio falls to 1 near 42 K. That is only 1.5 T_BG, where the formula for P₀ overstates ordinary cooling, so 42 K is only a rough guide to where ordinary collisions take over.

**Numbers for the sample**

The formulas give A = 1.12×10⁻² W m⁻² K⁻³ and α = 3.45×10⁻¹⁰ J m⁻² K⁻², so

γ = 1.12×10⁻²/3.45×10⁻¹⁰ = 3.25×10⁷ K⁻¹ s⁻¹ = 0.0325 K⁻¹ ns⁻¹.

The initial power is 3.8 W/cm². Halving the temperature requires 1/T to grow by 1/T₀:

t_½ = 1/(γT₀) = 1/(0.0325 × 150) ns ≈ 0.205 ns.

The tempting solution has a constant slope, 13 times smaller than the true initial slope γT₀². It would need (T₀/2)/(γT₀²/13) = 6.5 t_½ ≈ 1.3 ns.

Integrating the cooling numerically with the lattice at 10 K gives 100.02 K after 102.5 ps and 75.04 K after 205.1 ps, where the linear law gives 100 K and 75 K. The growth of 1/T falls short of γt by 0.11 % at the later time, inside the bound (10/75)³ = 0.24 %.

**What the model leaves out**

*Large-q approximation.* At 150 K the mean phonon wavenumber, weighted by cooling power, is 2.65 nm⁻¹, or 29 k_F. The full second-order squared amplitude there is within 1 % of the leading form. Nearer k_F the leading form is too small: the full squared amplitude is about 20 % larger at 4k_F and more than twice as large at 2.2k_F. Over the range from 2.2k_F to 29k_F this adds about 2 % to the power at 150 K and 6 % at 75 K. The region q < 2k_F, where the approximation has no meaning, supplies 0.7 % of the power integral at 150 K and 2.5 % at 75 K. At the mean wavenumber for 150 K the virtual electron has ħvq = 1.75 eV, where the graphene bands bend; a nearest-neighbour lattice band raises the squared amplitude there by about 5 %, and by more at larger q. Weighted over the emitted phonons above 2.2k_F, with ħω neglected in the amplitude, the band bending and the excess near k_F together add about 9 % to the power at 150 K and 8 % at 75 K.

*Partial degeneracy.* μ/(k_BT₀) is only 4.6. At fixed density, the full Dirac density of states lowers the heat capacity at 150 K by 15 % and the supercollision power by 4.5 %. The halving time becomes 0.19 ns.

*Flexural phonons.* A free sheet can emit pairs of out-of-plane phonons with ω = κp² and nearly opposite momenta. The strain (∇h)²/2, with h now the height, gives a pair matrix element Dħ/(2ρκS), independent of p. The mean spinor overlap is 1/2, and another 1/2 avoids counting pairs twice. With pair energy w = 2ħκp², so that p dp = dw/(4ħκ), a cold lattice gives

P_f = (2π/ħ)(ν²/16)[Dħ/(2ρκ)]² (1/2π)∫w²n_e(w)dw/(4ħκ) = ζ(3)ν²D²k_B³T³/(128ρ²κ³).

This is again cubic, so it raises γ without changing the law. For κ = 4.6×10⁻⁷ m²/s, a rough value, it adds 13 % to the supercollision power.

*Ordinary and optical phonons.* With the degenerate formula, ordinary collisions add 7 % at 150 K and 26 % at 75 K. Their power grows as the fourth power of the electron energy, so the thermal spread of energies raises these shares to about 12 % and 30 %. Optical phonons are represented by one mode with ħω_o = 0.16 eV and coupling D_o = 100 eV/nm, both rough. With the squared coupling D_o²ħ/(2ρω_oS), and without reabsorption, their power is

P_o = (2π/ħ)[D_o²ħ²/(2ρ)] ∫dε [ν(ε)ν(ε−ħω_o)/4] f(ε)[1 − f(ε−ħω_o)].

This adds about 4 % at 150 K and a negligible amount at 75 K.

With partial degeneracy in every channel and the leading supercollision amplitude, the halving time is about 0.144 ns, 30 % shorter than the linear law gives (0.148 ns if ordinary collisions and flexural pairs keep their degenerate formulas). Adding the amplitude corrections above brings it to about 0.136 ns. This uses one D throughout. Real screening is stronger at wavenumbers near k_F than at the large q of supercollisions, so a D suited to supercollisions overstates ordinary collisions and flexural pairs, whose total momentum is at most 2ħk_F. Their true share in the shortening is probably smaller. The usable window is narrow: ordinary collisions take over below it, while degeneracy fails and optical phonons grow above it.

**Comparison with a real device**

The density, 2.6×10¹¹ cm⁻², and the mobility, 25,000 cm²/Vs, are reasonable for a suspended sheet. The disorder is not. With two atoms per cell, W = 2ΩU_rms², and the chosen l requires an rms site energy of 0.78 eV on every atom, far too much for clean graphene. At that strength the second-order energy shift of electrons at μ is already about 12 % of μ, so treating the sites as weak scatterers is itself only approximate. In a real sheet, charged impurities and ripples can limit the mobility, and strong isolated defects such as vacancies lie outside first-order scattering. For the site disorder treated here, the τ in γ must then be the longer time due to that disorder alone. Ripples can add supercollisions of their own if they vary sharply enough to supply the recoil, because their strain also acts as a matrix on the sublattices. Halving the site energy, with all else fixed, divides γ by four and stretches the linear-law time to 0.8 ns. If both processes have the same D, ordinary collisions then become comparable to supercollisions at 75 K, and the linear law fails as that temperature is approached.

D is also uncertain, and γ varies as D². Two further conditions apply to a device. Electrons diffuse about 4 μm in one halving time, so the contacts must be much farther away than that. Many suspended sheets do not meet this condition. With contacts held at 10 K and a constant diffusivity vl/2, diffusion alone would cool the middle of a sheet 10 μm long to 75 K in about 0.22 ns, as fast as the phonons do. In shorter sheets with this mean free path the contacts dominate, and the law derived here does not describe the cooling. If the LA modes kept all the heat and shared it thermally, they would warm to about 26 K by the end of the cooling. They would be cooler than that when the electrons pass 75 K, so the slope of 1/T there would be lowered by less than about 4 %. On a polar substrate, surface phonons open another channel that is not included here. Most of the values used above are in the numerical output.

Computed values

```
chemical potential 0.060 eV, mean free path 150 nm
deformation potential 20 eV, mass density 7.60e-07 kg/m^2
electron speed 1.0e+06 m/s, sound speed 2.0e+04 m/s
start temperature 150 K, lattice temperature 10 K
electron density 2.645e+11 cm^-2
Fermi wavenumber 0.0912 nm^-1, k_F l 13.67
mobility from site disorder 25000 cm^2/Vs
transport time 0.150 ps
density of states 0.0882 eV^-1 nm^-2
T_BG 27.9 K, mu/k 696 K
mu/(k T0) 4.64, T0/T_BG 5.39
mean q^2 |amplitude|^2, site disorder 0.50000 (u = hbar v = 1)
power of q in |amplitude|^2: site -2.000
power of q in |amplitude|^2: scalar -4.000
A 1.1220e-02 W m^-2 K^-3
heat capacity / T 3.4509e-10 J m^-2 K^-2
gamma 0.03251 K^-1 ns^-1
ideal cooling power at T0 3.785 W/cm^2
halving time, linear law 205.1 ps
t 51.3 ps: T 120.010 K, law 120.000 K, slope shortfall 0.043 %
t 102.5 ps: T 100.020 K, law 100.000 K, slope shortfall 0.060 %
t 153.8 ps: T 85.745 K, law 85.714 K, slope shortfall 0.083 %
t 205.1 ps: T 75.042 K, law 75.000 K, slope shortfall 0.111 %
Neglected effects:
chemical potential at T0, fixed density 0.0553 eV
heat capacity at T0, full/degenerate 0.849
supercollision power at T0, full/degenerate 0.955
mean phonon wavenumber at T0 2.652 nm^-1
mean phonon energy at T0 34.9 meV
virtual electron energy at that q 1.75 eV
squared amplitude there, full/leading 1.002
squared amplitude there, lattice band/Dirac 1.046
share of power from q < 2 k_F 0.67 %
at 150 K, ordinary/supercollision 0.074
at 150 K, flexural/supercollision 0.130
at 150 K, optical/supercollision 3.76e-02
at 75 K, ordinary/supercollision 0.262
at 75 K, flexural/supercollision 0.134
at 75 K, optical/supercollision 1.20e-06
flexural constant 4.6e-07 m^2/s
optical phonon 0.16 eV, coupling 100 eV/nm
halving time, supercollisions, partly degenerate 191.1 ps
halving time, all channels 147.5 ps
lattice temperature if LA modes keep all heat 26.2 K
diffusion length in one halving time 3.92 um
rms site energy needed on every atom 0.778 eV
```
